\section*{Debye–Hückel free energy of a dilute electron gas, derived two ways, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The divergence that has to be cured}

A dilute, hot gas of electrons is almost ideal, and one would like to obtain the effect of the Coulomb repulsion on its free energy by expanding in the interaction. The expansion fails at second order. Take $N$ classical point particles of unit charge in a volume $\mathcal V$, with density $n=N/\mathcal V$, temperature $T=1/\beta$ and a rigid uniform background that makes the system neutral. The background removes the $\mathbf q=0$ component of the pair potential, so the effective pair potential is $\tilde v(\mathbf r)=\mathcal V^{-1}\sum_{\mathbf q\neq0}v(q)e^{i\mathbf q\cdot\mathbf r}$ with $v(q)=4\pi/q^2$, and its volume average is zero. Expanding $F=-T\ln\langle e^{-\beta V}\rangle_0+F_0$ in $V=\sum_{i<j}\tilde v(\mathbf r_i-\mathbf r_j)$ gives
\begin{equation}
F-F_0=\langle V\rangle_0-\frac{\beta}{2}\left[\langle V^2\rangle_0-\langle V\rangle_0^2\right]+\dots
\end{equation}
In the ideal gas the positions are independent and uniform. Then $\langle V\rangle_0=0$, and in $\langle V^2\rangle_0$ the product of two different pairs vanishes, because at least one particle occurs in only one factor and averages it to zero. The $N^2/2$ squared pairs remain, each equal to $\mathcal V^{-1}\int\tilde v^2\,d^3r=\mathcal V^{-1}\int d^3q\,v(q)^2/(2\pi)^3$. Per particle,
\begin{equation}
f^{(2)}=-\frac{\beta n}{4}\int\frac{d^3q}{(2\pi)^3}\frac{(4\pi)^2}{q^4}
=-2\beta n\int\frac{dq}{q^2}=-\frac{\kappa^2}{2\pi}\int\frac{dq}{q^2},
\qquad \kappa^2=4\pi n\beta .
\label{eq:second}
\end{equation}
The integral diverges at small $q$. In a box of side $L$ the smallest wave number is of order $1/L$, so $f^{(2)}$ grows like $\kappa^2L$: the correction per particle depends on the size of the sample. No pressure, chemical potential or ionisation balance of a carrier gas can be built on such a term, however dilute the gas is. Higher orders diverge more strongly, each by a further factor $\kappa^2/q^2$. If the series somehow cuts itself off at $q\sim\kappa$, Eq.~(\ref{eq:second}) suggests a finite result of order $-\kappa$, which is proportional to the third power of the charge and therefore cannot be a term of any power series in $e^2$. The finite value is $-\kappa/3$. It is obtained below once from the quantum ring sum, where it is carried by a single Matsubara frequency, and once from the classical screening cloud of Debye and H\"uckel.

\section{Model, units and statement}

The system is jellium: spin-$\frac12$ electrons with kinetic energy $\varepsilon_{\mathbf k}=k^2/2$, interaction $v(q)=4\pi/q^2$ and the rigid background just described. Hartree atomic units are used with $k_B=1$. For carriers in one parabolic valley of mass $m^*$ (in electron masses) in a medium with a frequency-independent dielectric constant $\epsilon_r$, the Hamiltonian $p^2/2m^*+1/(\epsilon_r r)$ becomes that of jellium when lengths are measured in $a^*=a_0\epsilon_r/m^*$ and energies in $\mathrm{Ha}^*=\mathrm{Ha}\,m^*/\epsilon_r^2$: with $r=a^*\rho$ the kinetic term acquires the factor $1/(m^*a^{*2})=m^*/\epsilon_r^2$ and the potential term the factor $1/(\epsilon_ra^*)=m^*/\epsilon_r^2$. Every formula below therefore holds for such carriers in the starred units.

Three dimensionless numbers control the problem. With the thermal wavelength $\Lambda=\sqrt{2\pi\beta}$ and the Debye wave number $\kappa=\kappa_D=\sqrt{4\pi n\beta}$ they are the degeneracy parameter $n\Lambda^3$, the classical plasma parameter $\beta\kappa$ (Coulomb energy at the Debye length over $T$), and the diffraction parameter
\begin{equation}
\eta=\kappa\sqrt\beta=\beta\sqrt{4\pi n}=\beta\omega_p ,
\end{equation}
which compares the thermal length $\sqrt\beta$ with the Debye length and, equally, the plasmon energy $\omega_p=\sqrt{4\pi n}$ with $T$. Only two of the three are independent:
\begin{equation}
\eta=\beta\kappa\,\sqrt T,\qquad
\eta^2=4\pi n\beta^2=\frac{4\pi}{(2\pi)^{3/2}}\,n\Lambda^3\sqrt\beta=\sqrt{\frac2\pi}\;n\Lambda^3\sqrt\beta .
\label{eq:params}
\end{equation}

The zero-frequency ring term tends to $-\kappa/3$ only under a second condition besides $n\Lambda^3\ll1$. For $n\Lambda^3\ll1$ and $\eta\ll1$ the $l=0$ term of the ring free energy per electron is
\begin{equation}
f_0=-\frac\kappa3\left[1-c_0\eta+\frac{\eta^2}{8}-\frac32\,\frac{n\Lambda^3}{2^{5/2}}+\dots\right],
\qquad c_0=\frac{(5\sqrt2-4)\sqrt\pi}{16},
\label{eq:main}
\end{equation}
while all other frequencies together give only $f_1=-(\kappa/3)\,c_1\eta$ with $c_1=(5\sqrt2-7)\sqrt\pi/16$ at leading order. The ring sum itself is the leading correlation free energy of the gas only if, in addition, $\beta\kappa\ll1$. By Eq.~(\ref{eq:params}), $\eta\le\beta\kappa$ for $T\le1$ and $\eta^2\le\sqrt{2/\pi}\,n\Lambda^3$ for $T\ge1$, so a gas that is both nondegenerate and weakly coupled has $\eta\ll1$ automatically. A gas that is only nondegenerate need not.

\section{First derivation: the ring sum in Matsubara frequencies}

\subsection{Free energy from the density response}

Let $H_\lambda=H_0+\lambda V$ at fixed $N$, $\mathcal V$, $T$, with
\begin{equation}
V=\frac1{2\mathcal V}\sum_{\mathbf q\neq0}v(q)\left[\rho_{\mathbf q}\rho_{-\mathbf q}-N\right],
\qquad \rho_{\mathbf q}=\sum_{\mathbf k\sigma}c^\dagger_{\mathbf k\sigma}c_{\mathbf k+\mathbf q\,\sigma}.
\end{equation}
The term $-N$ removes the interaction of each electron with itself that is contained in $\rho_{\mathbf q}\rho_{-\mathbf q}$. Differentiating $F_\lambda=-T\ln\mathrm{Tr}\,e^{-\beta H_\lambda}$, and using the cyclic property of the trace, gives $dF_\lambda/d\lambda=\langle V\rangle_\lambda$. With the structure factor $S_\lambda(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda/N$ the interaction part of the free energy per electron is exactly
\begin{equation}
f_{\rm int}=\frac12\int_0^1d\lambda\int\frac{d^3q}{(2\pi)^3}\,v(q)\left[S_\lambda(q)-1\right].
\label{eq:cc}
\end{equation}
Define $C_\lambda(q,\tau)=\mathcal V^{-1}\langle\rho_{\mathbf q}(\tau)\rho_{-\mathbf q}\rangle_\lambda$ with $\rho(\tau)=e^{\tau H}\rho\,e^{-\tau H}$ for $0\le\tau\le\beta$. Cyclicity gives $C(q,\beta)=\mathcal V^{-1}\langle\rho_{-\mathbf q}\rho_{\mathbf q}\rangle=C(q,0)$, because the two density operators commute. The periodic continuation is continuous, and its Fourier series over the frequencies $\nu_l=2\pi lT$ converges at $\tau=0$:
\begin{equation}
R_\lambda(q,i\nu_l)=\int_0^\beta d\tau\,e^{i\nu_l\tau}C_\lambda(q,\tau),
\qquad nS_\lambda(q)=C_\lambda(q,0)=T\sum_{l=-\infty}^{\infty}R_\lambda(q,i\nu_l).
\label{eq:fdt}
\end{equation}
The function $R$ is minus the density response: an external potential $\phi$ coupled to the density and varying in imaginary time with frequency $\nu_l$ changes the weight $e^{-\int d\tau H}$ at first order by $-\int d\tau\,\phi\rho$, so that $\delta n=-R\,\phi$. Write $\Pi=R_{\lambda=0}$ for the ideal gas of density $n$.

The one approximation of this route is the random phase approximation. The electrons are taken to respond as an ideal gas to the sum of the external potential and the mean potential of the induced density,
\begin{equation}
\delta n=-\Pi\,(\phi+\lambda v\,\delta n)\quad\Longrightarrow\quad R_\lambda=\frac{\Pi}{1+\lambda v\Pi}.
\label{eq:rpa}
\end{equation}
The geometric series $\Pi-\Pi\lambda v\Pi+\dots$ collects, at each order, the term in which all interaction lines carry the same $\mathbf q$, which is the most divergent one at small $q$. Since $\int_0^1d\lambda\,v\Pi/(1+\lambda v\Pi)=\ln(1+v\Pi)$, Eqs.~(\ref{eq:cc}) to (\ref{eq:rpa}) give $f_{\rm int}=(1/2n)\int d^3q\,(2\pi)^{-3}[T\sum_l\ln(1+v\Pi)-nv]$. Adding and subtracting $T\sum_lv\Pi=nvS_0$ splits this as $f_{\rm int}=f_x+f_{\rm ring}$,
\begin{align}
f_x&=\frac12\int\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_0(q)-1]=\frac1\pi\int_0^\infty dq\,[S_0(q)-1],\label{eq:fx}\\
f_{\rm ring}&=\frac{T}{2n}\sum_l\int\frac{d^3q}{(2\pi)^3}\,h(v\Pi)=\frac{T}{4\pi^2n}\sum_l\int_0^\infty dq\,q^2\,h\!\left(\frac{4\pi\Pi(q,i\nu_l)}{q^2}\right),\label{eq:ring}
\end{align}
with $h(y)=\ln(1+y)-y$. The prefactors follow from $d^3q=4\pi q^2dq$: $\frac12\cdot4\pi\cdot4\pi/(8\pi^3)=1/\pi$ and $\frac12\cdot4\pi/(8\pi^3)=1/(4\pi^2)$. The first-order term $f_x$ is the exchange energy. The ring term starts at second order, $h(y)=-y^2/2+\dots$, and since $h(0)=0$ and $h'(y)=-y/(1+y)<0$ for $y>0$, every frequency contributes a negative amount whenever $\Pi>0$.

\subsection{The ideal polarisation}

For $\mathbf q\neq0$ the ideal correlation function is the same in the canonical and grand ensembles in the thermodynamic limit, with occupations $n_{\mathbf k}=1/(e^{\beta(\varepsilon_{\mathbf k}-\mu_0)}+1)$ at the ideal chemical potential $\mu_0(n,T)$. In $\langle\rho_{\mathbf q}(\tau)\rho_{-\mathbf q}\rangle_0$ the operator $\rho_{-\mathbf q}$ moves an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ and $\rho_{\mathbf q}$ must move it back, so with $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=q^2/2+\mathbf k\cdot\mathbf q$ and a factor 2 for spin
\begin{equation}
C_0(q,\tau)=2\int\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\,e^{-\tau\Delta}.
\label{eq:C0}
\end{equation}
The time integral is $\int_0^\beta e^{(i\nu_l-\Delta)\tau}d\tau=(1-e^{-\beta\Delta})/(\Delta-i\nu_l)$, because $e^{i\nu_l\beta}=1$. From $n_{\mathbf k}/(1-n_{\mathbf k})=e^{-\beta(\varepsilon_{\mathbf k}-\mu_0)}$ it follows that $n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})e^{-\beta\Delta}=n_{\mathbf k+\mathbf q}(1-n_{\mathbf k})$, and the products of two occupations cancel in the difference:
\begin{equation}
\Pi(q,i\nu_l)=2\int\frac{d^3k}{(2\pi)^3}\,\frac{n_{\mathbf k}-n_{\mathbf k+\mathbf q}}{\Delta-i\nu_l}.
\label{eq:lind}
\end{equation}
This is the Lindhard function at finite temperature, and it is linear in the occupation. Two rearrangements are needed. Shifting $\mathbf k\to\mathbf k-\mathbf q/2$ makes $\Delta=\mathbf k\cdot\mathbf q$; the reflection $\mathbf k\to-\mathbf k$ then reverses the sign of both the numerator and $\Delta$, which turns $1/(\Delta-i\nu_l)$ into $1/(\Delta+i\nu_l)$, and the average of the two forms is
\begin{equation}
\Pi=2\int\frac{d^3k}{(2\pi)^3}\,\left(n_{\mathbf k-\mathbf q/2}-n_{\mathbf k+\mathbf q/2}\right)\frac{\mathbf k\cdot\mathbf q}{(\mathbf k\cdot\mathbf q)^2+\nu_l^2}.
\label{eq:sym}
\end{equation}
The occupation decreases with energy, so the bracket has the sign of $\mathbf k\cdot\mathbf q$: the integrand is nowhere negative, and $\Pi$ is real, positive and even in $l$. Alternatively, substituting $\mathbf k\to-\mathbf k-\mathbf q$ in the second term of Eq.~(\ref{eq:lind}) sends $\Delta\to-\Delta$ and gives
\begin{equation}
\Pi=2\int\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}\left[\frac1{\Delta-i\nu_l}+\frac1{\Delta+i\nu_l}\right].
\label{eq:lin}
\end{equation}

For a Boltzmann occupation $n_{\mathbf k}=ze^{-\beta k^2/2}$ with fugacity $z=e^{\beta\mu_0}$ the density is $n=2z(2\pi/\beta)^{3/2}/(2\pi)^3=2z/\Lambda^3$. In this case $n_{\mathbf k}(1-e^{-\beta\Delta})=n_{\mathbf k}-n_{\mathbf k+\mathbf q}$ holds exactly, so Eq.~(\ref{eq:lind}) is the transform of Eq.~(\ref{eq:C0}) with the Pauli factor set to one. The component $k_z$ along $\mathbf q$ is Gaussian with variance $T$, hence $\langle e^{-\tau qk_z}\rangle=e^{\tau^2q^2T/2}$ and $C_0=n\exp[-q^2\tau(\beta-\tau)/2\beta]$. With $\tau=\beta s$ and $x=q\sqrt{\beta/8}$, so that $\beta q^2/2=4x^2$,
\begin{equation}
\Pi=n\beta\,\varphi_l(x),\qquad
\varphi_l(x)=\int_0^1ds\,\cos(2\pi ls)\,e^{-4x^2s(1-s)} .
\label{eq:phi}
\end{equation}
The sine part vanishes by the symmetry $s\to1-s$. For $l=0$, put $s=\frac12+u$, $s(1-s)=\frac14-u^2$, and $y=2xu$: then $\varphi_0=e^{-x^2}x^{-1}\int_0^xe^{y^2}dy=D(x)/x$, with $D$ the Dawson function. Directly from Eq.~(\ref{eq:phi}), $0<\varphi_0\le1$. A closed form for $l>0$ follows from Eq.~(\ref{eq:lin}). With $k_z=\sqrt{2T}\,t$ one has $\Delta-i\nu_l=q\sqrt{2T}\,(t+x-iy_l)$, where $q\sqrt{2T}=4Tx$ and $y_l=\nu_l/(4Tx)=\pi l/2x$. The Faddeeva function is $w(\zeta)=(i/\pi)\int e^{-t^2}dt/(\zeta-t)$ for $\mathrm{Im}\,\zeta>0$. After $t\to-t$ the Gaussian average of $1/(t+x-iy_l)$ is the complex conjugate of $\pi^{-1/2}\int e^{-t^2}dt/(x+iy_l-t)=-i\sqrt\pi\,w(x+iy_l)$, whose real part is $\sqrt\pi\,\mathrm{Im}\,w$. Therefore $\Pi=2n\sqrt\pi\,\mathrm{Im}\,w/(4Tx)$ and $\varphi_l=(\sqrt\pi/2x)\,\mathrm{Im}\,w(x+i\pi l/2x)$.

Fermi statistics reduce to this case for $z<1$. The expansion $n_{\mathbf k}=\sum_{j\ge1}(-1)^{j+1}z^je^{-j\beta k^2/2}$ writes the occupation as a sum of Boltzmann gases at inverse temperature $j\beta$ with densities $2z^j/(j^{3/2}\Lambda^3)$. For the $j$th gas $\nu_l=2\pi(jl)/(j\beta)$ is the Matsubara frequency of index $jl$, and $x$ becomes $x\sqrt j$. Linearity of Eq.~(\ref{eq:lind}) gives
\begin{equation}
\Pi(q,i\nu_l)=\frac{2\beta}{\Lambda^3}\sum_{j\ge1}(-1)^{j+1}\frac{z^j}{\sqrt j}\,\varphi_{jl}(x\sqrt j).
\label{eq:series}
\end{equation}
The numerical check tests Eq.~(\ref{eq:series}) against direct momentum quadrature of Eq.~(\ref{eq:sym}), tests the two forms of $\varphi_l$ against each other, and tests the frequency sum in Eq.~(\ref{eq:fdt}) at $\lambda=0$ against Eq.~(\ref{eq:C0}) at $\tau=0$.

The ring free energy and the exchange term are now expressed through the ideal polarisation and structure factor, and the polarisation is known for Boltzmann and Fermi statistics. It remains to evaluate the frequency terms, to show that the zero-frequency one tends to $-\kappa/3$, and to obtain the same value from the classical screening cloud.
